# Potential near an ion in a simple cubic lattice with neutralising background

## The situation

Consider a charged defect computed in a periodic supercell. The charge is then repeated in every cell, and a uniform background of opposite sign keeps the crystal neutral. Near one of the charges the potential is no longer that of an isolated charge. It contains the effect of all the periodic images and of the background, and one wants to know how large that effect is, how it varies with position, and which charges cause it.

The simplest model has unit positive point charges at the sites $\mathbf R=L\mathbf n$ of a simple cubic lattice, where $\mathbf n$ is a vector of integers. The cell volume is $V=L^3$ and the background density is $-1/V$. Hartree atomic units are used and no dielectric screening by a host crystal is included, so a unit charge alone has the potential $1/r$. These notes derive, for $r$ small compared with $L$,

$$
\psi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3V}
+\frac{B}{L^5}\left(x^4+y^4+z^4-\tfrac35r^4\right)+O\!\left(\frac{r^6}{L^7}\right),
$$

with numbers $\alpha$ and $B$ that do not depend on $L$.

## Definition of the potential

The periodic potential obeys Poisson's equation

$$
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].
$$

Write $\psi=\sum_{\mathbf G}\psi_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ with reciprocal vectors $\mathbf G$. The lattice of delta functions has every Fourier coefficient equal to $1/V$, and the background cancels the one at $\mathbf G=0$. For $\mathbf G\ne0$ the equation gives $-G^2\psi_{\mathbf G}=-4\pi/V$. For $\mathbf G=0$ it reads $0=0$ and leaves $\psi_0$, the cell average, undetermined. The convention here is $\psi_0=0$, so

$$
\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
$$

Another convention would add a constant to $\psi$ and change nothing else.

## The Ewald form

The Fourier series converges poorly because $\psi$ is singular at the charges. Choose a positive number $\eta$ and split

$$
\frac1{G^2}=\frac{e^{-G^2/4\eta^2}}{G^2}+\frac{1-e^{-G^2/4\eta^2}}{G^2}.
$$

The first part converges rapidly. The second is summed in real space, which requires the function $f(r)$ whose Fourier transform is $\hat f(k)=4\pi(1-e^{-k^2/4\eta^2})/k^2$. Since

$$
\frac{1-e^{-k^2/4\eta^2}}{k^2}=\int_0^{1/4\eta^2}e^{-k^2s}\,ds ,
$$

and the inverse transform of $e^{-k^2s}$ is $(4\pi s)^{-3/2}e^{-r^2/4s}$,

$$
f(r)=4\pi\int_0^{1/4\eta^2}\frac{e^{-r^2/4s}}{(4\pi s)^{3/2}}\,ds .
$$

Substitute $t=r/(2\sqrt s)$. Then $s=r^2/4t^2$, $|ds|=r^2dt/2t^3$ and $(4\pi s)^{-3/2}=t^3/(\pi^{3/2}r^3)$. The range of $t$ is from $\eta r$ to infinity, and

$$
f(r)=\frac{2}{\sqrt\pi\,r}\int_{\eta r}^{\infty}e^{-t^2}dt=\frac{\operatorname{erfc}(\eta r)}{r}.
$$

The periodic sum $\sum_{\mathbf R}f(|\mathbf r-\mathbf R|)$ has Fourier coefficients $\hat f(G)/V$. Its $\mathbf G=0$ coefficient is $\hat f(0)/V=\pi/(V\eta^2)$, which must be subtracted because $\psi$ has none. Therefore

$$
\psi=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}
+\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}-\frac{\pi}{V\eta^2}.
$$

Now remove the potential of the charge at the origin and define $u=\psi-1/r$. In the term $\mathbf R=0$ this leaves $[\operatorname{erfc}(\eta r)-1]/r=-\operatorname{erf}(\eta r)/r$. That function is a power series in $r^2$ and tends to $-2\eta/\sqrt\pi$ at the origin. So $u$ is smooth there, and

$$
u(0)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
+\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{V\eta^2}\equiv-\frac{\alpha}{L}.
$$

With $\eta$ chosen proportional to $1/L$, every term scales as $1/L$, so $\alpha$ is a pure number. Its value is $\alpha=2.837297$.

## What Poisson's equation fixes

For $r<L$ no point charge other than the one at the origin is present, but the background fills the whole ball. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, subtracting $1/r$ leaves

$$
\nabla^2u=+\frac{4\pi}{V}\qquad(r<L).
$$

The sign is positive because the background is negative. From $\nabla^2r^2=6$ it follows that $2\pi r^2/(3V)$ has the Laplacian $4\pi/V$. The difference

$$
h(\mathbf r)=u(\mathbf r)-\frac{2\pi r^2}{3V}
$$

is therefore harmonic, $\nabla^2h=0$, in the ball $r<L$.

Expand $h$ in spherical harmonics on each sphere. The radial factor $g_l(r)$ obeys $(r^2g_l')'=l(l+1)g_l$, with solutions $r^l$ and $r^{-l-1}$. The second is singular at the origin and is excluded, since $h$ is smooth. Hence $h$ is a sum of terms $r^lY_{lm}$. Its isotropic part, $l=0$, is a constant, equal to $h(0)=-\alpha/L$.

It follows that the average of $u$ over a sphere of radius $r<L$ is $-\alpha/L+2\pi r^2/(3V)$, with no further powers of $r$. Everything else in $u$ depends on direction and averages to zero.

## What cubic symmetry fixes

The lattice, the background and the zero-average convention are unchanged by every permutation of $x,y,z$ and every change of their signs. So are $1/r$ and $r^2$, and hence $h$. Each order $l$ must be invariant separately.

**Odd orders.** Under $\mathbf r\to-\mathbf r$ a term of order $l$ acquires the factor $(-1)^l$. Odd orders vanish.

**Order two.** The general term is a quadratic form $\sum_{ij}A_{ij}x_ix_j$. Changing the sign of one coordinate forces the off-diagonal elements to vanish. Permutations make the diagonal elements equal, so the form is $a r^2$. Its Laplacian is $6a$, and harmonicity requires $a=0$.

**Order four.** The polynomial must be even in each coordinate and symmetric in all three:

$$
a(x^4+y^4+z^4)+b(x^2y^2+y^2z^2+z^2x^2).
$$

The Laplacian of the first bracket is $12r^2$. That of the second is $2(x^2+y^2)+2(y^2+z^2)+2(z^2+x^2)=4r^2$. Harmonicity gives $12a+4b=0$, or $b=-3a$. With $S=x^4+y^4+z^4$, the second bracket equals $(r^4-S)/2$, and the polynomial becomes

$$
aS-\tfrac32a(r^4-S)=\tfrac52a\left(S-\tfrac35r^4\right).
$$

One cubic harmonic is thus allowed at $l=4$. Order five is odd, so the next possible term has $l=6$. Because $\psi$ scales as $1/L$ at fixed $\mathbf r/L$, the $l=4$ coefficient has the form $B/L^5$ and the next one scales as $1/L^7$. This establishes the form of the expansion.

The symmetry condition matters. In a tetragonal cell, $x$ and $y$ remain equivalent but $z$ differs, and the traceless form $x^2+y^2-2z^2$ is allowed. For edges $1,1,1.2$ the computed coefficient of $r^2P_2(\cos\theta)$ is $-0.937$, where $\theta$ is measured from the long axis. The coefficient of $r^2$ in the spherical average is still $2\pi/(3V)=1.745$, because Poisson's equation fixes it.

## Assigning the terms to their sources

The potentials of the image charges and of the infinite background diverge separately. To add them in a definite way, group each charge with the cube of background centred on it. One such cell has the potential

$$
\varphi(\mathbf r)=\frac1r-\frac1V\int_{\text{cube }L}\frac{d^3s}{|\mathbf r-\mathbf s|}.
$$

The cell is neutral. Its dipole and octupole vanish by inversion, and its quadrupole vanishes by the order-two argument above. The first surviving multipole has $l=4$, so $\varphi$ falls at least as fast as $r^{-5}$. The sum $\Phi(\mathbf r)=\sum_{\mathbf R}\varphi(\mathbf r-\mathbf R)$ converges absolutely, is periodic, and satisfies the same Poisson equation as $\psi$. The difference $\Phi-\psi$ is periodic and harmonic. Its Fourier coefficients obey $G^2(\Phi-\psi)_{\mathbf G}=0$, so it is a constant, namely the cell average of $\Phi$.

**The average.** Summing over cells turns the integral over one cell into an integral over all space:

$$
\langle\Phi\rangle=\frac1V\int\varphi\,d^3r=\frac1V\lim_{k\to0}\frac{4\pi\hat\rho(\mathbf k)}{k^2},
$$

where $\rho$ is the charge density of one neutral cell. Expand $\hat\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$. The zeroth and first orders vanish. In the second order, cubic symmetry gives $\int\rho\,x_ix_j\,d^3r=\tfrac13\delta_{ij}\int\rho r^2d^3r$, so

$$
\hat\rho(\mathbf k)\simeq-\frac{k^2}{6}\int\rho r^2d^3r .
$$

The point charge sits at $r=0$ and does not contribute. Each coordinate has the mean square $L^2/12$ in the cube, so $\int\rho r^2d^3r=-3L^2/12=-L^2/4$. Hence

$$
\langle\Phi\rangle=\frac1V\left(-\frac{2\pi}{3}\right)\left(-\frac{L^2}{4}\right)=\frac{\pi}{6L}.
$$

Taking a cubic block of $M^3$ cells with $M$ odd, centred on the origin, we obtain

$$
u(\mathbf r)=\lim_{M\to\infty}\left[\sum_{\mathbf R\ne0}^{\text{block}}\frac1{|\mathbf r-\mathbf R|}
-\frac1V\int_{\text{cube }ML}\frac{d^3s}{|\mathbf r-\mathbf s|}\right]-\frac{\pi}{6L}.
$$

The three pieces are the other charges, the background and the choice of zero.

**The constant.** Setting $\mathbf r=0$ and measuring lengths in units of $L$ gives

$$
-\alpha=\lim_{M\to\infty}\left[\sum_{\mathbf n\ne0}^{\text{block}}\frac1n-\int_{\text{cube }M}\frac{d^3s}{s}\right]-\frac\pi6 .
$$

The bracket tends to $-2.313699$ and $\pi/6=0.523599$, which together give $-2.837297$ after rounding of the unrounded sum. The constant therefore belongs to the other charges and the whole background jointly, including the background around the origin, and to the zero-average convention.

**The quadratic term.** Divide the background cube into its inscribed ball of radius $D=ML/2$ and the remaining corner regions. At radius $r<D$ the integral of $1/|\mathbf r-\mathbf s|$ over the ball is the sum over inner and outer shells,

$$
\frac1r\int_0^r4\pi s^2ds+\int_r^D4\pi s\,ds
=\frac{4\pi r^2}{3}+2\pi(D^2-r^2)=2\pi D^2-\frac{2\pi r^2}{3}.
$$

Multiplication by the density $-1/V$ gives $-2\pi D^2/V+2\pi r^2/(3V)$.

For the corners, $s>D>r$, and the Legendre expansion applies:

$$
\frac1{|\mathbf r-\mathbf s|}=\sum_{l=0}^{\infty}\frac{r^l}{s^{l+1}}P_l(\hat{\mathbf r}\cdot\hat{\mathbf s}).
$$

Their $l=0$ part is a constant; odd orders and $l=2$ vanish by symmetry. For $l\ge4$, $|P_l|\le1$ bounds the contribution by

$$
\frac{r^l}{V}\int_D^\infty\frac{4\pi s^2ds}{s^{l+1}}=\frac{4\pi}{(l-2)V}\frac{r^l}{D^{l-2}},
$$

which vanishes as $D\to\infty$, as does the sum over $l$. In this limit the position dependence of the background potential is $2\pi r^2/(3V)$.

The other charges contribute no isotropic $r^2$ term, whatever the outer shape of the block, because their potential is harmonic for $r<L$. Only this isotropic part of the assignment is independent of shape. In a block that is not a cube, the other charges and the background each acquire an $l=2$ term of order $r^2/V$ that does not vanish as the block grows; the two cancel in the sum, so the separate values quoted below hold for the cubic block. The quadratic term curves upwards in every direction. Charges lying outside the region could not produce this, since their potential has zero Laplacian there. The negative charge density at the point itself is needed.

**The quartic term.** Apply the same Legendre expansion to the other charges, now with $R\ge L>r$. Odd orders and $l=2$ cancel within the cubic block. The $l=4$ part is

$$
r^4\sum_{\mathbf R\ne0}\frac{P_4(\hat{\mathbf r}\cdot\hat{\mathbf R})}{R^5},
$$

and this sum converges absolutely. The background contributes nothing at this order in the limit, so the term comes from the discrete arrangement of the other charges.

The split can be seen at $r=0.2L$ along $[100]$. In a block of $81^3$ cells, moving from the origin to this point changes the potential of the other charges by $0.00502/L$ and that of the background by $0.08378/L$. The sum agrees with the Ewald change, $0.08879/L$, within the rounding of the two parts.

## The coefficient of the cubic harmonic

Define $K(\hat{\mathbf n})=\hat n_x^4+\hat n_y^4+\hat n_z^4-\tfrac35$ for a unit vector. The lattice sum is unchanged if $P_4(\hat{\mathbf r}\cdot\hat{\mathbf n})$ is replaced by its average over all cubic operations acting on $\hat{\mathbf n}$. As a function of $\hat{\mathbf r}$, this average is an invariant harmonic of order four, so it equals $C(\hat{\mathbf n})K(\hat{\mathbf r})$.

To find $C$, put $\hat{\mathbf r}$ along $z$, where $K=1-\tfrac35=\tfrac25$. The operations bring $\pm\hat n_x,\pm\hat n_y,\pm\hat n_z$ into the $z$ position equally often. With $P_4(t)=(35t^4-30t^2+3)/8$ and $\sum_i\hat n_i^2=1$,

$$
\frac13\sum_iP_4(\hat n_i)=\frac{35\sum_i\hat n_i^4-30+9}{24}=\frac{35}{24}K(\hat{\mathbf n}).
$$

Thus $\tfrac25C=\tfrac{35}{24}K(\hat{\mathbf n})$, so $C=\tfrac{175}{48}K(\hat{\mathbf n})$, and

$$
B=\frac{175}{48}\sum_{\mathbf n\ne0}\frac{K(\hat{\mathbf n})}{n^5}=7.77057 .
$$

The six nearest charges have $K=\tfrac25$ and $n=1$. Alone they would give $\tfrac{175}{48}\cdot6\cdot\tfrac25=8.75$. The twelve next ones lie along directions such as $[110]$, where $K=\tfrac14+\tfrac14-\tfrac35=-\tfrac1{10}$, and they reduce the sum.

Because $B$ is positive, the term raises the potential along $[100]$, towards a nearest positive charge. It lowers it along $[110]$, and more strongly along $[111]$, where $K=\tfrac13-\tfrac35=-\tfrac4{15}$.

## Range of the expansion

The first omitted term is $r^6\sum_{\mathbf R\ne0}P_6(\hat{\mathbf r}\cdot\hat{\mathbf R})/R^7$. In units of $r^6/L^7$ its coefficient is $0.573$ along $[100]$, $-0.932$ along $[110]$ and $1.019$ along $[111]$. The full harmonic series converges for $r<L$, since $h$ is harmonic in that ball. It cannot converge throughout a larger ball, because $\psi$ diverges at the nearest charge. Convergence of the full series does not make the four-term formula accurate near that limit.

At fixed $r$, letting $L\to\infty$ removes the corrections in the order $L^{-5}$, $L^{-3}$, $L^{-1}$, fastest first, and leaves $1/r$. The constant is the slowest to disappear.

## Worked example

Take the model value $L=20$ bohr, so $V=8000$ bohr$^3$. At $r=4$ bohr along $[100]$ the terms, in hartree per unit charge, are

$$
\begin{aligned}
1/r&=1/4=0.250000,\\
-\alpha/L&=-2.837297/20=-0.141865,\\
2\pi r^2/(3V)&=2\pi(16)/24000=0.004189,\\
(B/L)(r/L)^4K&=(7.77057/20)(0.2)^4(0.4)=0.000249.
\end{aligned}
$$

Their sum is $0.112573$; the full Ewald potential is $0.112575$. The constant is by far the largest correction to $1/r$. The following values are in the same unit.

| $r$ (bohr) | Direction | Four terms | Ewald |
|---|---|---:|---:|
| 2 | [100] | 0.359198 | 0.359198 |
| 4 | [111] | 0.112158 | 0.112162 |
| 8 | [100] | 0.003869 | 0.004101 |
| 8 | [110] | −0.001104 | −0.001236 |
| 8 | [111] | −0.002762 | −0.002530 |

At 8 bohr, which is $0.4L$, the isotropic terms nearly cancel, and the cubic harmonic decides the sign of the potential in the three directions listed. The error of the four terms is then 6 to 11 per cent of the Ewald potential in these three directions. Along $[100]$ the $l=6$ term supplies $0.573(0.4)^6/20=0.00012$, about half of the missing $0.00023$. Higher orders supply the rest.

The constant also gives the electrostatic energy per cell. Leaving out the self-energy of the point charge, and counting each interaction once,

$$
E=\frac12\left[u(0)-\frac1V\int_{\text{cell}}\psi\,d^3r\right]=-\frac{\alpha}{2L},
$$

because the average of $\psi$ is zero. A constant added to $\psi$ would cancel between the two terms, so this energy does not depend on the convention. Here $E=-0.070932$ hartree, or $-1.9302$ eV. This is the value for an unscreened point charge. For a defect in a host crystal, dielectric screening reduces it and the spatial extent of the defect charge adds further terms, neither of which this model contains.

The numerical check obtains $\alpha$ and $B$ both from the Ewald potential and from explicit charge sums, with direct quadrature of the background for $\alpha$.

## Calculated quantities

```
Dimensionless results for L = 1
alpha, Ewald: 2.837297479
alpha, cluster sums: 2.8372975
charges plus background constant: -2.3136987
average to subtract, pi/6: 0.5235988
r^2 coefficient, sphere mean: 2.094395102
2 pi/3: 2.094395102
B, Ewald projection: 7.77056671
B, cluster sums: 7.770567
B from six nearest charges only: 8.750000
cluster side used for source split: 81 L
Changes from origin at r = 0.2 L, units 1/L
direction  other charges  background  Ewald regular part
[100] +0.0050181 +0.0837761 +0.0887941
[110] -0.0012982 +0.0837757 +0.0824776
[111] -0.0032477 +0.0837756 +0.0805279
r^6 coefficient along [100], units 1/L^7: +0.573329
r^6 coefficient along [110], units 1/L^7: -0.931660
r^6 coefficient along [111], units 1/L^7: +1.019252
Tetragonal control: a = b = 1, c = 1.2 (dimensionless)
mean r^2 coefficient: 1.7453293
coefficient of r^2 P2(cos theta): -0.9368295
Example: L = 20.0 bohr, V = 8000.0 bohr^3
constant -alpha/L: -0.14186487 hartree/e
cell energy: -0.07093244 hartree = -1.93017 eV
Potentials below in hartree/e; r in bohr
r=2.0: 1/r=0.50000000, r^2 term=0.00104720
[100] l4=+0.00001554 series=+0.35919786 Ewald=+0.35919790 error=-3.03e-08
[110] l4=-0.00000389 series=+0.35917844 Ewald=+0.35917839 error=+4.57e-08
[111] l4=-0.00001036 series=+0.35917196 Ewald=+0.35917201 error=-5.14e-08
r=4.0: 1/r=0.25000000, r^2 term=0.00418879
[100] l4=+0.00024866 series=+0.11257257 Ewald=+0.11257483 error=-2.26e-06
[110] l4=-0.00006216 series=+0.11226175 Ewald=+0.11225900 error=+2.75e-06
[111] l4=-0.00016577 series=+0.11215814 Ewald=+0.11216152 error=-3.38e-06
r=8.0: 1/r=0.12500000, r^2 term=0.01675516
[100] l4=+0.00397853 series=+0.00386882 Ewald=+0.00410097 error=-2.32e-04
[110] l4=-0.00099463 series=-0.00110435 Ewald=-0.00123573 error=+1.31e-04
[111] l4=-0.00265235 series=-0.00276207 Ewald=-0.00252968 error=-2.32e-04
```
